Comment: When Trapped Electrons Do Not Follow the Boltzmann Relation

**The argument under review**

The submitted argument concerns electrons held in a plasma chamber by a static potential. It runs as follows. The electrons are trapped, so they carry no net current. Their pressure gradient must therefore balance the electric force. With p = nT this gives T dn/dx = −n dU/dx, hence n = n(0) exp(−U/T). The author takes T from the mean electron energy at the centre and converts a density ratio into a potential drop.

The force balance is sound. The step that fails is taking T outside the derivative, because trapping does not make the temperature uniform. The question to settle is which density profile follows from a given energy distribution, and I work it out below for a distribution far from exponential.

**Conventions and the stationary state**

Let U(x) = −qφ(x) be the potential energy of an electron, where q is the elementary charge and φ the potential. Set U = 0 at the centre, with U rising towards both walls. Temperatures are in energy units. Let f be the number of electrons per unit volume of position and velocity space. This is what is plotted, up to a constant, as the electron energy probability function. It is not the number of electrons per energy interval, which contains a further factor of the square root of kinetic energy.

The total energy of an electron is

E = mv²/2 + U.

Along an orbit m dv/dt = −∇U, so

dE/dt = m v·dv/dt + v·∇U = 0.

Any function f(E) is therefore constant along orbits and stationary. Elastic scattering from heavy atoms does not disturb it: to leading order in m/M, where M is the atomic mass, a collision turns the velocity without changing speed or position, and f(E) is the same in every direction. Neither process selects an exponential.

**From energy distribution to density**

For isotropic f, d³v = 4πv² dv. At fixed position, v = √(2(E−U)/m) and v dv = dE/m, so

v² dv = v (v dv) = √(2(E−U)/m) dE/m.

The density is therefore

n(U) = C ∫_U^∞ f(E) √(E−U) dE, with C = 4π√2 / m^(3/2).   (1)

First take f = A exp(−E/T). With s = E−U,

n(U) = C A exp(−U/T) ∫_0^∞ √s exp(−s/T) ds.

The integral does not contain U, so n(U) = n(0) exp(−U/T). The potential removes the slowest part of an exponential, and what remains has the same shape.

Now let f = f_c for E < E0 and f = 0 above. I assume that the walls lie at U ≥ E0, so that every electron in this distribution is turned back. For U < E0,

∫_U^E0 √(E−U) dE = (2/3)(E0−U)^(3/2).

Since (2/3)·4π√2 = (4π/3)·2√2, equation (1) becomes

n(U) = (4π/3) f_c [2(E0−U)/m]^(3/2),

n(U)/n(0) = (1 − U/E0)^(3/2).   (2)

For U ≥ E0 the density is zero. Geometrically, the occupied velocities fill a sphere of radius √(2(E0−U)/m), and the density is f_c times its volume. As U rises the sphere shrinks, whereas a Maxwellian keeps its width and loses height.

The exponent depends on the cutoff acting on the total energy, with all three velocity components included. If it acts only on mv_x²/2 + U, with a fixed transverse distribution, the occupied range of v_x has length 2√(2(E0−U)/m), and the density varies as (E0−U)^(1/2). That case needs scattering too rare to mix the directions.

**Where the force-balance argument fails**

For isotropic f the pressure is p = (m/3)∫v² f d³v. Using v⁴ dv = v³(v dv),

p(U) = (4π/3) ∫_U^∞ f(E) [2(E−U)/m]^(3/2) dE.

Differentiate with respect to U. The lower limit contributes nothing, because the integrand vanishes there. The bracket contributes (3/2)(−2/m)√(2(E−U)/m), so

dp/dU = −(4π/m) ∫_U^∞ f(E) √(2(E−U)/m) dE = −n.

Force balance thus holds for every isotropic f(E) and cannot distinguish one from another. Write T_p = p/n. Then

T_p dn/dU + n dT_p/dU = −n.   (3)

The submitted argument drops the second term. For the flat distribution, ∫_U^E0 (E−U)^(3/2) dE = (2/5)(E0−U)^(5/2), so p = (2/5)(E0−U)n and

T_p = (2/5)(E0−U).

Since p = (2/3)n⟨K⟩, the mean kinetic energy is ⟨K⟩ = (3/5)(E0−U). It falls towards the edge. With dT_p/dU = −2/5, equation (3) gives T_p dn/dU = −(3/5)n. The temperature read from the local slope of the density is then

T_s = −n/(dn/dU) = (5/3)T_p = (2/3)(E0−U).

One temperature describes pressure and another describes density response; both vary in space.

For U much smaller than E0 the error can hide. Expanding the logarithm of equation (2),

ln[n(U)/n(0)] = −(3/2)[U/E0 + U²/(2E0²) + …].

The first term is a Boltzmann law with T = 2E0/3, so a density measured over a small potential range may look exponential. Even then its temperature is not two thirds of the central mean energy, which is 2E0/5.

**What a Boltzmann profile would establish**

The converse can be shown by inverting equation (1). Differentiation gives

n′(U) = −(C/2) ∫_U^∞ f(E)/√(E−U) dE.

Divide by √(U−ε), integrate over U from ε to infinity, and exchange the order of integration. The inner integral is

∫_ε^E dU/√((U−ε)(E−U)) = π,

as the substitution U = ε + (E−ε)sin²θ shows: the integrand becomes 2 dθ, with θ from 0 to π/2. Hence

∫_ε^∞ n′(U)/√(U−ε) dU = −(πC/2) ∫_ε^∞ f(E) dE.

On the left put U = ε + s, so that ε appears only in n′, and differentiate with respect to ε:

f(ε) = (2/(πC)) ∫_ε^∞ n″(U)/√(U−ε) dU.   (4)

For n = n(0)exp(−U/T), n″ = n/T². With ∫_0^∞ s^(−1/2) exp(−s/T) ds = √(πT), equation (4) returns

f(ε) = n(0) [m/(2πT)]^(3/2) exp(−ε/T).

A Boltzmann density at all U thus requires an exponential f(E). Over a limited range it proves less, since equation (4) needs n″ at every U above ε. For the density law (2),

n″ = π f_c (2/m)^(3/2) (E0−U)^(−1/2),

and the same π-integral gives f = f_c.

A simulation tested whether bouncing and scattering lead to these profiles. In a harmonic well, 100,000 particles started at the centre, then oscillated and scattered elastically into random directions. In this well the number of particles per energy interval is proportional to E f(E), because ∫√(E−U)dx grows as √E·√E. Positions were sorted into ten equal bins of distance from the centre to the flat distribution's edge. For energies drawn from flat f, the largest difference from law (2) was 0.0011 of all particles. A Boltzmann profile with the same mean square displacement missed by 0.0257. For energies drawn from exponential f, the Boltzmann profile was recovered within 0.0023. The sampling standard deviation of a bin is √(P(1−P)/100000), at most 0.0016 for any bin probability P.

**A worked case**

Consider the downstream chamber of a low-pressure inductively coupled reactor, away from the coil field. I choose E0 = 10 eV, central density 1.0×10⁹ cm⁻³ and a drop of 4 eV from the centre to the edge of the quasineutral bulk. The central cutoff speed √(2E0/m) is 1.88×10⁸ cm/s, so f_c = 3n(0)/(4πv³) = 3.6×10⁻¹⁷ s³/cm⁶.

At the centre ⟨K⟩ = 0.6×10 = 6 eV, T_p = 4 eV and T_s = 6.67 eV. At the bulk edge

n/n(0) = 0.6^(3/2) = 0.465,

or 4.65×10⁸ cm⁻³. The submitted formula with T = 4 eV gives exp(−1) = 0.368, which is 21% below the model value. Using T = 6.67 eV instead gives 0.549, which is 18% above it.

Used in reverse, the submitted formula infers a drop of

4 eV × ln(1/0.465) = 3.06 eV,

about 23% less than the true 4 eV. The sign of the error is not fixed:

U (eV)   n/n(0)   exp(−U/4 eV)   inferred U (eV)
2        0.716    0.607          1.34
6        0.253    0.223          5.50
8        0.089    0.135          9.66

The 4 eV Boltzmann curve starts with the steeper slope and lies below the model curve. It must later lie above, because the model density reaches zero at E0 and the exponential does not. They cross at U = 6.76 eV. The 6.67 eV curve is too high for all 0 < U < E0, since ln(1−u) < −u for 0 < u < 1.

**Does the assumed distribution survive in a reactor?**

The remaining parameters are a half-width L = 5 cm, a model gas at 5 mTorr and 400 K, ion mass 40 u, and cross sections of 10⁻¹⁵ cm² for electrons and 10⁻¹⁴ cm² for ions. The mean free paths are then λ = 8.3 cm and λ_i = 0.83 cm.

In a steady plasma electrons must be lost as fast as ions. The model, which turns every electron back, leaves this loss out; in practice some electrons gain enough energy to reach the wall. With equal numbers and equal loss rates, the average electron stays about as long as the average ion, so I take the ion residence time as the time available for f to change. Take U = U_b(x/L)² with U_b = 4 eV. Ions are repelled from the centre. One born at rest at x₀ follows x = x₀ cosh(v_b t/L), where v_b = √(2U_b/M) = 4.39×10⁵ cm/s. Its exit time is (L/v_b) arccosh(L/x₀). For uniform birth the average is (π/2)L/v_b, since integration by parts gives

∫_0^1 arccosh(1/s) ds = ∫_0^1 ds/√(1−s²) = π/2.

This is 17.9 μs without collisions. If an ion gains energy only over λ_i instead of L, its speed falls by a factor of about √(L/λ_i), which gives a residence time of 44 μs. This scaling is crude: in the same well, if every collision stops the ion, the average is about 29.5 μs. The parabola is also only a convenience and is not quasineutral. With uniform birth it gives a uniform ion density in free fall and one rising outwards with collisions, whereas law (2) falls to 0.465 n(0). The quasineutral free-fall profile for law (2) is flatter at the centre, ends at U = 3.88 eV and gives 25 μs instead of 17.9 μs. I keep 44 μs as an order-of-magnitude value, not as an upper bound.

In that time an electron of 6 eV has about 770 elastic collisions, enough to mix directions. Each costs a fraction of order 2m/M of its energy, about 2% in total. Treating f as isotropic and dependent on E is therefore consistent with elastic scattering here.

Electron-electron collisions are more dangerous, because they drive f towards a Maxwellian. For an estimate, I compute the deflection rate with the partner treated as a fixed charge. A fixed charge takes up no energy, but a real partner has the same mass, so energy is exchanged at a comparable rate. With b = q²/(4πε₀mv²), a distant passage at distance ρ deflects by θ ≈ 2b/ρ and removes a fraction θ²/2 of the forward momentum. The effective cross section is

∫ 2πρ (2b²/ρ²) dρ = 4πb² ln Λ.

The integral runs from b to the screening length. A small change δU changes the density by −nδU/T_s, so Poisson's equation gives a screening length √(ε₀T_s/(nq²)) = 0.061 cm. Here ln Λ = 15.4. The rate n v 4πb² ln Λ is 4.1×10³ s⁻¹, or 0.18 collisions per residence.

This small number does not protect the flat distribution, because many weak deflections spread energies across the sharp cutoff well before one full collision time. Solving the isotropic Fokker–Planck equation with this ln Λ, for a spatially uniform gas starting from the flat f at the central density, gives n/n(0) = 0.43 at 4 eV and 0.11 at 8 eV after 44 μs. The model gives 0.465 and 0.089, and a Maxwellian of the same mean energy 0.368 and 0.135. Averaged over orbits in the parabolic well with reflecting walls at L, the result is 0.42 and 0.10. There the total energy is conserved rather than the central kinetic energy, and the relaxed Maxwellian has T of about 3.6 eV, with ratios 0.33 and 0.11. The flat law is therefore already altered at 10⁹ cm⁻³ and needs a density well below that. Near 6×10⁹ cm⁻³, where the collision number reaches one, the profile is already close to Boltzmann.

The sharp cutoff is the weakest assumption for the density near the edge. Suppose f continues above E0 as f_c exp[−(E−E0)/(1 eV)], still isotropic. The tail raises the central density by 16%, the density at U = 4 eV by 27%, and that at 8 eV by 91%. The ratio n/n(0) changes from 0.465 to 0.510 at 4 eV, but from 0.089 to 0.147 at 8 eV. The latter shift exceeds the gap between the model and the 4 eV Boltzmann curve. The tail also raises the central mean energy, so the 4 eV curve is no longer the Boltzmann curve of equal mean energy. Without knowledge of the tail, a density measured at 8 eV could not decide between a flat distribution and an exponential one.

The pressure, density and E0 are chosen for illustration. At the density chosen, electron-electron collisions already shift the profile noticeably towards Boltzmann, so the worked case shows the size of the effect and does not predict a measured profile. The flat distribution is a limiting form, not a calculated discharge solution. Molecular process gases also have inelastic losses below 10 eV, which change the shape of f. If they are frequent enough to act within one crossing of the chamber, they also break the dependence on E alone. I have not sized these effects.

**Requested correction**

The author should replace "trapped, hence Boltzmann" by a statement about f(E). If the energy distribution has been measured at the centre, equation (1) gives the density wherever f(E) applies, using the part of the distribution with E > U. If only a mean energy is known, the inferred potential drop needs an uncertainty for the unknown shape of f. The numerical output below gives the values used here, except the 29.5 μs residence time, the quasineutral free-fall values and the Fokker–Planck results.

Table of computed values

```
TESTS
exponent from 3D velocity lattice: 1.5001
exponent, cutoff on x-motion energy only: 0.5000
Abel inversion, f/f_c at E = 0, 3, 7 eV: 1.000000 1.000000 1.000000
particles per simulation: 100000
largest bin error, flat f vs 3/2 law: 0.0011
largest bin error, exponential f vs Boltzmann: 0.0023
largest bin error, flat f vs Boltzmann: 0.0257
outermost bin, simulated flat f: 0.0057
outermost bin, 3/2 law: 0.0058
outermost bin, Boltzmann: 0.0132
EXAMPLE INPUTS
cutoff E0: 10.0 eV; bulk drop: 4.0 eV
central density: 1.0e+09 cm^-3
half-width: 5.0 cm
gas: 5.0 mTorr, 400 K
ion mass: 40 u
electron-atom cross section: 1.0e-15 cm^2
ion-atom cross section: 1.0e-14 cm^2
EXAMPLE RESULTS
central cutoff speed: 1.876e+08 cm/s
phase-space density f_c: 3.619e-17 s^3/cm^6
central mean kinetic energy: 6.00 eV
central p/n: 4.00 eV; slope T: 6.67 eV
U(eV) n/n0  Boltz(p/n) Boltz(slope) local p/n(eV) inferred U(eV)
 0.0  1.0000    1.0000      1.0000        4.00         0.00
 2.0  0.7155    0.6065      0.7408        3.20         1.34
 4.0  0.4648    0.3679      0.5488        2.40         3.06
 6.0  0.2530    0.2231      0.4066        1.60         5.50
 8.0  0.0894    0.1353      0.3012        0.80         9.66
 9.0  0.0316    0.1054      0.2592        0.40        13.82
flat and Boltzmann(p/n) curves cross at U = 6.76 eV
density at bulk edge: 4.648e+08 cm^-3
NEGLECTED EFFECTS
density added by 1 eV tail at U = 0 eV: 15.7 %
density added by 1 eV tail at U = 4 eV: 26.9 %
  n/n0 with tail at U = 4 eV: 0.5098
density added by 1 eV tail at U = 8 eV: 90.8 %
  n/n0 with tail at U = 8 eV: 0.1475
electron mean free path: 8.28 cm
energy relaxation length: 913 cm
ion mean free path: 0.83 cm
ion edge speed, free fall: 4.39e+05 cm/s
residence time, free ions: 17.9 us
residence time, slowed ions: 43.9 us
elastic collisions per residence: 770
elastic energy loss per residence: 2.1 %
screening length: 0.061 cm
Coulomb logarithm: 15.4
electron-electron rate: 4.06e+03 s^-1
electron-electron collisions per residence: 0.18
density for one such collision: 5.6e+09 cm^-3
```
